# From slab-cell stress to sheet tension

## Problem

A monolayer is calculated in a periodic slab cell. The cell height along the sheet normal is 20 angstrom, or 2 nm, including the vacuum. The calculation reports an in-plane normal stress of 1 GPa, positive in tension and averaged over the whole cell volume.

(a) What sheet tension, in newtons per metre, does this stress represent?

(b) Why is the cell height used, and not the thickness of the monolayer?

(c) Take a model sheet with one site per formula unit on a triangular lattice. Find its tension from the bond forces across a line, and compare it with the slab result.

(d) How much of the slab result comes from attraction between periodic images, and what could alter the number in a real sheet?

The cell contains one sheet, its neutral layer has no net dipole along the normal, and the vacuum is wide enough for the electron densities of neighbouring images not to overlap appreciably. The height is held fixed when the sheet is strained. Thermal motion is left out until part (d).

## Hints

1. Stress is force per area, while sheet tension is force per length. Ask which length turns one into the other.

2. Write the energy change of the cell for a small stretch along $x$. Divide it once by the cell volume and once by the sheet area.

3. Imagine cutting the periodic cell by a plane perpendicular to $x$. Much of the cut face may be vacuum, but its area still enters the average stress.

4. On a triangular lattice, a line parallel to $y$ can be followed over one period $\sqrt3a$, where $a$ is the site spacing. Count the bonds it crosses and keep the $x$ component of each force.

5. For the images, find the attraction of one site to a whole plane first. When the sheet is stretched, the number of sites is fixed but their areal density falls.

## Full solution

### (a) The conversion

Let the sheet occupy an area $A$ in a cell of height $L$. The cell volume is $V=AL$. If the third cell vector is tilted, $L$ means the perpendicular height $V/A$, not the length of that vector.

Apply a small additional strain $\varepsilon_{xx}$ to the current state of the cell, keeping $L$ and the other in-plane dimension fixed. With $E$ the energy per cell, the average stress is

$$
\sigma_{xx}=\frac{1}{AL}\frac{dE}{d\varepsilon_{xx}}.
$$

To obtain the tension, take a rectangular piece of sheet with sides $\ell_x$ and $\ell_y$. A force per edge length $T_{xx}$ pulls on the edge of length $\ell_y$, so the total force is $T_{xx}\ell_y$. A small strain moves this edge by $\ell_x\,d\varepsilon_{xx}$ relative to the opposite edge. The work done equals the energy gained:

$$
dE=(T_{xx}\ell_y)(\ell_x\,d\varepsilon_{xx})
=T_{xx}A\,d\varepsilon_{xx}.
$$

Dividing by $A\,d\varepsilon_{xx}$ gives

$$
T_{xx}=\frac1A\frac{dE}{d\varepsilon_{xx}}.
$$

The same energy derivative appears in both expressions. The first one says that it equals $AL\sigma_{xx}$, and therefore

$$
T_{xx}=\frac{AL\sigma_{xx}}{A}=L\sigma_{xx}.
$$

For the given cell,

$$
T=(1\times10^9\ \mathrm{N/m^2})(20\times10^{-10}\ \mathrm m)
=2\ \mathrm{N/m}.
$$

In atomic units this is $0.001285$ hartree/bohr$^2$. A convenient unit relation is $1\ \mathrm{GPa\,nm}=1\ \mathrm{N/m}$, because the factors $10^9$ and $10^{-9}$ cancel.

Atoms inside the cell may relax as it is stretched. If $u$ is an internal coordinate, the total derivative is

$$
\frac{dE}{d\varepsilon}=
\frac{\partial E}{\partial\varepsilon}
+\frac{\partial E}{\partial u}\frac{du}{d\varepsilon}.
$$

At a relaxed geometry $\partial E/\partial u=0$, so the second term vanishes. The first derivative, and hence the stress, is the same with internal positions held fixed or allowed to follow the strain. This argument fails if appreciable internal forces remain.

The sign and the component must be identified before the conversion. Some outputs give pressure, which has the opposite sign to tensile stress. A mean pressure also mixes in the normal direction:

$$
P=-\frac{\sigma_{xx}+\sigma_{yy}+\sigma_{zz}}3.
$$

For $\sigma_{xx}=\sigma_{yy}=1$ GPa and negligible $\sigma_{zz}$, this gives $P=-0.667$ GPa. Multiplying that pressure by $L$ would give neither the right sign nor the right magnitude. The in-plane component is the one required.

Although N/m has the same dimensions as J/m$^2$, tension is not in general the energy per area. Let $\gamma=E/A$. A strain along $x$ changes the area by $dA=A\,d\varepsilon$, so

$$
T=\frac1A\frac{d(\gamma A)}{d\varepsilon}
=\gamma+\frac{d\gamma}{d\varepsilon}.
$$

The second term matters in a solid sheet because stretching changes the bonds and does not add new material.

### (b) Why the vacuum height enters

Cut the cell by a plane perpendicular to $x$. If the cut has length $W$ along the sheet, its face has area $WL$. The average stress means that the force through this face is

$$
F=\sigma WL.
$$

The force per length is $F/W=\sigma L$. The vacuum transmits almost none of this force, but its area was included in the average. Multiplication by the full height undoes that averaging.

The layer thickness answers a different question. Suppose the layer is assigned a thickness $t=0.6$ nm. The mean stress within that chosen thickness follows from putting the same force on the smaller area $Wt$:

$$
\sigma_{\rm layer}=\frac{F}{Wt}=\frac{T}{t}
=\frac{2\ \mathrm{N/m}}{0.6\ \mathrm{nm}}
=3.33\ \mathrm{GPa}.
$$

This value depends on the convention for $t$; the sheet tension does not. Multiplying the cell-averaged 1 GPa by $t$ would give $0.6$ N/m, less than a third of the tension. Using the layer thickness is correct when the stress has already been rescaled to that thickness.

If the cell holds several sheets, $\sigma L$ is their total tension. Division by the number of sheets gives the tension of one sheet if they are identical, equally strained and well separated. Sheets in contact add an interlayer term: the pair attraction of part (d), taken at a separation of 0.62 nm, is about $0.2$ N/m before the short-range repulsion reduces it.

### (c) A mechanical calculation

For the model, choose an unstretched spacing $a_0=0.32$ nm and a nearest-neighbour bond stiffness $k=100$ N/m. These are rough parameters in the regime of a MoS$_2$ monolayer. The sites represent whole formula units, so this is not a first-principles calculation of MoS$_2$.

The sheet is stretched equally in both directions until the energy derivative of its slab cell gives 1 GPa at $L=2$ nm. That energy includes the image attraction treated in part (d). The resulting spacing is $a=0.323734$ nm, and the strain relative to $a_0$ is

$$
\varepsilon=\frac{0.323734-0.320}{0.320}=0.01167,
$$

or $1.167$ percent.

Each bond pulls with force

$$
f=k(a-a_0)
=(100\ \mathrm{N/m})(0.003734\ \mathrm{nm})
=0.3734\ \mathrm{nN}.
$$

Now draw a line parallel to $y$, without passing through a site. One period along this line has length $\sqrt3a$ and contains two rows of sites. The line crosses two bonds parallel to $x$ and two bonds inclined by $60^\circ$. The parallel bonds contribute $2f$. Each inclined bond has $x$ component $f\cos60^\circ=f/2$, so the inclined pair contributes $f$. The force per length is

$$
T_{\rm cut}=\frac{2f+f}{\sqrt3a}
=\frac{3f}{\sqrt3a}
=\frac{\sqrt3f}{a}.
$$

Substitution gives

$$
T_{\rm cut}=\frac{1.73205\times0.37343\ \mathrm{nN}}
{0.323734\ \mathrm{nm}}
=1.9979\ \mathrm{N/m}.
$$

This is the tension of the isolated sheet, found without using a cell height or volume. The numerical calculation sums the crossing forces explicitly and obtains $1.997935$ N/m. The slab tension is $2.000000$ N/m, larger by $0.002065$ N/m, or about $0.1$ percent. Part (d) accounts for this difference.

The bond formula also links tension to strain. With $a=a_0(1+\varepsilon)$,

$$
T_{\rm cut}=\sqrt3k\frac{a-a_0}{a}
=\sqrt3k\frac{\varepsilon}{1+\varepsilon}.
$$

For $\varepsilon\ll1$ the denominator is close to one, and $T_{\rm cut}\simeq\sqrt3k\varepsilon$. The equal-biaxial sheet modulus is therefore $\sqrt3k=173.2$ N/m. It applies when both directions are stretched equally. A sheet stretched along one direction has a different relation between tension and strain, but the conversion $T_{xx}=L\sigma_{xx}$ is unchanged.

### (d) Image attraction and other effects

**Attraction between images.** Let two sites a distance $r$ apart in different sheets attract with energy $-C_6/r^6$. Consider one site at perpendicular distance $d$ from a flat sheet of areal density $n$. A ring of radius $\rho$ contains $2\pi n\rho\,d\rho$ sites, so the energy is

$$
e(d)=-2\pi nC_6\int_0^\infty
\frac{\rho\,d\rho}{(\rho^2+d^2)^3}.
$$

Set $q=\rho^2+d^2$, so that $\rho\,d\rho=dq/2$. Then

$$
e(d)=-\pi nC_6\int_{d^2}^{\infty}\frac{dq}{q^3}
=-\frac{\pi nC_6}{2d^4}.
$$

Replacing the sites by a continuous density is justified here because $d$ is much larger than the site spacing.

There are $n$ such sites per area of the first sheet. The energy per area of one pair of sheets is therefore $-\pi n^2C_6/(2d^4)$. Images lie at distances $mL$ above and below, with $m=1,2,\ldots$. Each pair energy is shared by two cells, so the two directions together contribute one full pair energy for each $m$. With $N=nA$ sites in the cell,

$$
E_{\rm im}=-\frac{\pi N^2C_6}{2A}
\sum_{m=1}^{\infty}\frac1{(mL)^4}
=-\frac{\pi N^2C_6\zeta(4)}{2AL^4},
$$

where $\zeta(4)=\sum_m m^{-4}=1.0823$.

At fixed $N$, $L$ and $C_6$, only $A$ changes under strain. Since $dA/d\varepsilon=A$,

$$
\frac{d}{d\varepsilon}\frac1A
=-\frac1{A^2}\frac{dA}{d\varepsilon}
=-\frac1A.
$$

This minus sign cancels the one in the attractive energy. After division by $A$,

$$
T_{\rm im}=\frac{\pi n^2C_6\zeta(4)}{2L^4}.
$$

With $C_6$ fixed, the contribution is positive: stretching dilutes the sheets and weakens their attraction, so it costs energy. In a real sheet the polarizability, and with it $C_6$, can change under strain. The result is then multiplied by $1-d\ln C_6/d\varepsilon$, which can reduce it or even reverse its sign.

Take the rough value $C_6=1000$ eV angstrom$^6$, equal to $1.602\times10^{-22}$ J nm$^6$. The area per site is $\sqrt3a^2/2$, which gives $n=11.02$ nm$^{-2}$ and $n^2=121.4$ nm$^{-4}$. Hence

$$
T_{\rm im}=\frac{\pi(121.4)(1.602\times10^{-22})(1.0823)}
{2(2)^4}\ \frac{\mathrm J}{\mathrm{nm^2}}
=2.07\times10^{-21}\ \frac{\mathrm J}{\mathrm{nm^2}}.
$$

Because $1\ \mathrm{J/nm^2}=10^{18}\ \mathrm{N/m}$, this is $0.00207$ N/m. It accounts for the difference between the slab tension and the force across the line.

A real layer has finite thickness, which brings parts of neighbouring images closer together. An upper estimate, within the same pair attraction and with the same total $C_6$, replaces every separation $mL$ by $mL-t$. Since

$$
\frac{mL}{mL-t}\le\frac{L}{L-t}
\qquad(m\ge1),
$$

the image tension is increased by at most the factor $[L/(L-t)]^4$. For $t=0.6$ nm the result is $0.0086$ N/m, below half a percent of 2 N/m. This estimate does not cover a strain-dependent $C_6$, charged layers, layers with a net dipole, or overlapping electron densities. The $d^{-4}$ law itself rests on adding pair terms. In a semiconducting sheet, screening within the layer changes the exponent at separations of a few nanometres, and for graphene or a metallic monolayer the attraction falls more slowly, as $d^{-3}$ or $d^{-5/2}$. A calculation with a semilocal density functional and no dispersion correction does not contain this long-range attraction at all.

The attraction also produces a normal stress. At fixed area,

$$
\sigma_{zz}=\frac1A\frac{\partial E_{\rm im}}{\partial L}
=\frac{4T_{\rm im}}L
\simeq0.004\ \mathrm{GPa}.
$$

It is tensile, so a cell free to change its height would begin to shrink and close the vacuum. This is one reason why $L$ is held fixed while the in-plane dimensions are relaxed; without the attraction the vacuum gives almost no restoring force, and the height is left undetermined.

**Anharmonic bonds.** Real bonds soften when stretched. To size this effect, replace the linear force by the Morse force

$$
f(x)=\frac{k}{\beta}\left(e^{-\beta x}-e^{-2\beta x}\right),
\qquad x=a-a_0.
$$

Expanding the exponentials to second order gives

$$
f(x)\simeq\frac{k}{\beta}
\left(\beta x-\frac{3\beta^2x^2}{2}\right)
=kx\left(1-\frac{3\beta x}{2}\right).
$$

The initial stiffness is still $k$, but the force grows more slowly. With a rough $\beta=15$ nm$^{-1}$, the strain needed for the same isolated-sheet tension rises from $1.167$ to $1.281$ percent, a relative increase of about ten percent. The conversion from stress to tension does not change, because its derivation did not assume a linear bond.

**The real sheet.** The spacing of 0.32 nm and the layer thickness of about 0.6 nm are close to those of monolayer MoS$_2$, and a sheet stiffness of order 100 N/m is also appropriate to it. The chosen $C_6$ and $\beta$ are rougher. A tension of 2 N/m thus corresponds to a strain of about one percent, if both directions are stretched equally. A device at room temperature breaks the assumption of a static lattice. With a rough linear expansion coefficient $\alpha=7\times10^{-6}$ K$^{-1}$, warming by $\Delta\theta=300$ K at fixed spacing changes the tension by

$$
\Delta T\simeq-\sqrt3k\,\alpha\,\Delta\theta
=-(173.2)(7\times10^{-6})(300)\ \mathrm{N/m}
=-0.36\ \mathrm{N/m}.
$$

This is 18 percent of 2 N/m. The sign is negative because the warmed sheet would prefer a larger spacing and therefore pulls less strongly at the old one; it reverses for a sheet with negative $\alpha$, such as graphene. The estimate takes $\alpha$ and the modulus as constant. Since $\alpha$ tends to zero at low temperature, it overestimates the change between a cold sheet and one at room temperature. If $\alpha$ follows a Debye heat capacity with a Debye temperature between 300 and 600 K, the change is $-0.26$ to $-0.19$ N/m. The softer Morse bond of the stretched sheet lowers the size further. If a firmly attached substrate expands as well, the relevant coefficient is the difference between those of sheet and substrate. The relation $T=\sigma L$ still holds when $\sigma$ is the stress at the temperature of interest; what changes is the stress to be inserted.

## Variation 1: the same sheet with a different vacuum

**Question.** The spacing of the model sheet is held at 0.323734 nm while the cell height is changed. What happens to the stress and to the tension?

**Solution.** For an isolated sheet, $T$ is a property of the sheet and cannot depend on the empty space around it. Thus $\sigma=T/L$. The image term adds a small part to $T$, falling as $L^{-4}$ in the pair model:

$$
\sigma(L)=\frac{T_{\rm cut}+T_{\rm im}(L)}L.
$$

The energy derivatives of the slab cells give:

| $L$ (nm) | $\sigma$ (GPa) | $\sigma L$ (N/m) |
|---:|---:|---:|
| 1.5 | 1.3363 | 2.0045 |
| 2.0 | 1.0000 | 2.0000 |
| 3.0 | 0.6661 | 1.9983 |

Doubling the height from 1.5 to 3.0 nm reduces the stress by slightly more than half, although the sheet has not changed. The product varies by about 0.3 percent. Subtracting the isolated-sheet tension leaves image contributions of $0.00653$, $0.00207$ and $0.00041$ N/m. The formula for $T_{\rm im}$ agrees with each of these within the one percent required in the test.

In the limit of large $L$, the average stress tends to zero while $\sigma L$ tends to the isolated-sheet tension. A small stress in GPa is therefore no sign, by itself, that a sheet is nearly relaxed. Two slab calculations should be compared through $\sigma L$, or through $\sigma$ at the same height.

## Variation 2: a residual stress error

**Question.** An incomplete basis leaves an assumed stress error of 0.05 GPa in the 2 nm cell. How large are the errors in tension and in equal-biaxial strain? What stress tolerance would give the same tension tolerance in a 3 nm cell?

**Solution.** At fixed height, the errors obey the same conversion as the quantities themselves:

$$
\delta T=L\,\delta\sigma
=(2\ \mathrm{nm})(0.05\ \mathrm{GPa})
=0.10\ \mathrm{N/m}.
$$

This is five percent of the 2 N/m tension. Near the unstretched spacing, division by the biaxial modulus gives

$$
\delta\varepsilon\simeq\frac{\delta T}{\sqrt3k}
=\frac{0.10}{173.2}
=5.8\times10^{-4},
$$

or $0.058$ percent strain. For the same $\delta T$ in a 3 nm cell, the stress tolerance must be

$$
\delta\sigma=\frac{0.10\ \mathrm{N/m}}{3\ \mathrm{nm}}
=0.033\ \mathrm{GPa}.
$$

A tolerance fixed in GPa thus becomes looser for the sheet as vacuum is added. The actual error need not follow the tolerance. If the basis error lies in the sheet's own energy derivative and does not depend on $L$, then $\delta T$ stays constant and $\delta\sigma$ falls as $1/L$. The stress then looks better converged in a taller cell, with no improvement in the tension. Stating the tolerance in N/m removes this ambiguity.

The numerical output below lists the inputs and the values used in the comparisons.

## Computed results

```
Input cell stress: 1.000 GPa
Input full cell height: 2.000 nm
Sheet tension, stress times height: 2.0000 N/m
Same tension: 0.001285 hartree/bohr^2
Rough unstretched spacing: 0.320 nm
Rough bond stiffness: 100.0 N/m
Rough C6 per site pair: 1000 eV angstrom^6
Stretched spacing: 0.323734 nm
Equal biaxial strain: 1.1670 percent
Cell stress along x: 1.000000 GPa
Cell stress along y: 1.000000 GPa
Bond force: 0.37343 nN
Isolated-sheet tension from cut: 1.997935 N/m
Height 1.5 nm: cell stress 1.336309 GPa
  stress times height: 2.004464 N/m
  image tension, lattice sum: 0.006529 N/m
  image tension, formula: 0.006531 N/m
Height 2.0 nm: cell stress 1.000000 GPa
  stress times height: 2.000000 N/m
  image tension, lattice sum: 0.002065 N/m
  image tension, formula: 0.002067 N/m
Height 3.0 nm: cell stress 0.666114 GPa
  stress times height: 1.998342 N/m
  image tension, lattice sum: 0.000408 N/m
  image tension, formula: 0.000408 N/m
Rough layer thickness: 0.60 nm
Wrong tension using thickness: 0.600 N/m
Mean stress within layer: 3.333 GPa
Image tension, thick-layer bound: 0.00861 N/m
Biaxial sheet modulus: 173.21 N/m
Rough Morse range parameter: 15.0 1/nm
Strain with Morse bonds: 1.2810 percent
Rough linear expansion: 7.0e-06 1/K
Warming at fixed spacing: 300 K
Tension change on warming: -0.364 N/m
Assumed residual stress error: 0.050 GPa
Resulting tension error: 0.100 N/m
Resulting strain error: 0.0577 percent
```
